\section*{Numerical Hartree-Fock is not the lowest single determinant for oxygen}

\section{Which atomic energy should be subtracted?}

To obtain the atomisation energy of an oxide, or the correlation energy of the oxygen atom, one needs a Hartree-Fock energy for atomic oxygen. Two candidates are at hand. One is the atomic energy of the term $^3P$, whose radial equations can be solved numerically. In the large Gaussian basis used here it is $-74.8091$ hartree, and the numerical value lies somewhat lower. The other comes from a molecular calculation with restricted open-shell orbitals, which gives $-74.8121$ hartree in the same basis. The second is lower by 3.0 millihartree, or 7.9 kJ/mol, and exchanging one for the other would shift the atomisation energy of O$_2$ by twice that. Is the lower number an error, or is it a legitimate Hartree-Fock energy?

The belief examined here says that it must be an error. It runs as follows. A numerical solution has no basis-set error. The $^3P$ state of $2p^4$ can be written as one determinant. Hartree-Fock minimises the energy of one determinant. Hence the numerical energy is the lowest that a determinant can reach, and a finite basis can only lie above it.

The first two statements are sound. The third leaves out a condition: the atomic calculation minimises over determinants whose orbitals have pure $l$ and in which each of the shells $1s$, $2s$ and $2p$ has a single radial function, the same for every $m$ and for both spins. Let $\mathcal C$ be this constrained set and $\mathcal D\supset\mathcal C$ a larger set of determinants. Then
\begin{equation}
E_{\rm exact}\le \min_{\mathcal D}E\le\min_{\mathcal C}E .
\end{equation}
A complete radial basis removes the error within $\mathcal C$ and says nothing about the second inequality. That inequality is strict if the constrained minimum has a nonzero energy slope in a direction that leads out of $\mathcal C$. The slopes can be calculated.

The Hamiltonian is non-relativistic with a fixed point nucleus. Hartree atomic units are used, and $\langle L^2\rangle$ and $\langle S^2\rangle$ are in units of $\hbar^2$.

\section{Why one determinant suffices for the term}

Take $M_S=1$. The three $\alpha$ orbitals $2p_{+1},2p_0,2p_{-1}$ are filled, and one $\beta$ electron occupies $2p_m$:
\begin{equation}
\Phi_m=\left|1s^2\,2s^2\,2p_{+1}^{\alpha}\,2p_0^{\alpha}\,2p_{-1}^{\alpha}\,2p_m^{\beta}\right| .
\end{equation}
With a common radial function, a rotation only mixes the three $\alpha$ orbitals among themselves, so they carry $L=0$. The total orbital angular momentum is that of the $\beta$ electron: $L=1$, $M_L=m$. The spin raising operator would put the $\beta$ electron into an $\alpha$ orbital that is already filled, so $S=1$. Each $\Phi_m$ is a pure $^3P$ state.

To evaluate interactions, expand
\begin{equation}
\frac1{r_{12}}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}\frac{4\pi}{2k+1}\sum_q Y_{kq}(1)Y_{kq}^*(2).
\end{equation}
Each integral becomes a radial factor
\begin{equation}
R^k(ab;cd)=\iint P_aP_b(r)\,\frac{r_<^k}{r_>^{k+1}}\,P_cP_d(r')\,dr\,dr',
\end{equation}
where $P$ is $r$ times the radial function, multiplied by two angular factors $c^k$. For equal $m$, with $x=\cos\theta$ and $\Theta$ normalised on $[-1,1]$,
\begin{equation}
c^k(lm,l'm)=\int_{-1}^{1}\Theta_{lm}\Theta_{l'm}P_k(x)\,dx .
\end{equation}
The functions needed are $\Theta_{l0}=\sqrt{(2l+1)/2}\,P_l$, $\Theta_{11}=\sqrt{3/4}\sqrt{1-x^2}$ and $\Theta_{31}=\sqrt{21/32}\sqrt{1-x^2}(5x^2-1)$, up to a common phase. For instance,
\begin{equation}
c^2(10,10)=\tfrac34\int_{-1}^1x^2(3x^2-1)\,dx=\tfrac34\left(\tfrac65-\tfrac23\right)=\tfrac25 .
\end{equation}
A filled shell is spherical, so the sum over $m$ vanishes and $c^2(1\,{\pm1},1\,{\pm1})=-\tfrac15$.

Exchange needs factors with $m\ne m'$. The density matrix of a filled $p$ shell has the angular part $(3/4\pi)\cos\gamma$, with $\gamma$ the angle between the two points. Since $\cos\gamma\,P_2=\frac25P_1+\frac35P_3$, its $k=2$ exchange acts on any $p$ orbital as the number $\frac25$. Hence $\sum_{m'}c^2(1m,1m')^2=\frac25$. For $m=0$ this gives $\frac4{25}+2c^2(10,11)^2=\frac{10}{25}$, so $c^2(10,11)^2=\frac3{25}$. For $m=1$ it gives $c^2(11,1\,{-1})^2=\frac{10-1-3}{25}=\frac6{25}$.

With $F^k=R^k(2p\,2p;2p\,2p)$, the three $\alpha$ pairs contribute $3F^0$, a direct $k=2$ part $\frac12[0-\frac{4+1+1}{25}]F^2=-\frac3{25}F^2$, and exchange $-\frac{3+3+6}{25}F^2$. The $\beta$ electron sees a spherical $\alpha$ shell and adds $3F^0$. Thus
\begin{equation}
W=6F^0-\tfrac35F^2=4.5286-0.2016=4.3270\ \text{hartree}
\end{equation}
for every $m$. Under the constraints $M_L=0$ and $M_L=1$ are degenerate, as they must be.

\section{The radial condition holds on average}

Consider $M_L=0$, and add to each $2p_m$ a small amount $\eta_m$ of a function $p'$ with the same angular part and a radial part orthogonal to $2p$. To first order, every electron changes the energy by $2\eta_m$ times the element of its Fock operator $F^\sigma$ between $2p_m$ and $p'_m$. Define
\begin{equation}
g_0=(F^\alpha+F^\beta)_{p_0p_0'},\qquad g_1=F^\alpha_{p_1p_1'} .
\end{equation}
A common radial function means equal $\eta_m$, so the numerical solution ensures
\begin{equation}
g_0+2g_1=0 .
\end{equation}
It does not ensure $g_0=g_1=0$. To find the separate values, write $R^2$ for $R^2(2p\,p';2p\,2p)$ and compare Fock elements.

The nucleus, the $s$ shells and the filled $\alpha$ shell act identically on $\alpha$ electrons of all $m$. Only the direct repulsion from the $\beta$ electron in $2p_0$ differs:
\begin{equation}
F^\alpha_{p_0p_0'}-F^\alpha_{p_1p_1'}=\left[\tfrac25\cdot\tfrac25-\left(-\tfrac15\right)\tfrac25\right]R^2=\tfrac6{25}R^2 .
\end{equation}
A $\beta$ electron in $2p_0$ lacks the exchange with $\alpha$ $2p_{\pm1}$, which enters the $\alpha$ operator with a minus sign. Therefore
\begin{equation}
F^\beta_{p_0p_0'}-F^\alpha_{p_0p_0'}=2\cdot\tfrac3{25}R^2=\tfrac6{25}R^2 .
\end{equation}
Inserting both in the averaged condition gives
\begin{align}
0&=\left(g_1+\tfrac6{25}R^2\right)+\left(g_1+\tfrac{12}{25}R^2\right)+2g_1=4g_1+\tfrac{18}{25}R^2,\\
g_1&=-\tfrac9{50}R^2,\qquad g_0=-2g_1=\tfrac9{25}R^2 .
\end{align}
For the lowest virtual $p$ orbital of the basis $R^2=0.04027$ hartree, so $g_0=0.36\times0.04027=0.0145$ and $g_1=-0.0072$ hartree. Both slopes are nonzero. A suitable small step with unequal $\eta_m$ must lower the energy, which already refutes the belief.

The direction of the change follows from choosing $p'$ as the derivative of $2p$ under a norm-conserving dilation by $1+\lambda$. Then $F^2$ scales as $1/(1+\lambda)$, and since it contains four factors $2p$, $4R^2=dF^2/d\lambda=-F^2$. Hence $g_0=-\frac9{100}F^2<0$ and $g_1=+\frac9{200}F^2>0$: to first order it pays to expand the doubly occupied $2p_0$ and to contract $2p_{\pm1}$. The relaxed orbitals do this. Their mean radii are 1.269 and 1.198 bohr, against 1.232 bohr for the common function.

\section{Mixing of angular momenta}

The $\beta$ electron in $2p_0$ also makes the potential non-spherical. Axial symmetry and parity survive, so $2s$ may mix with $d_0$, and $2p_m$ with $f_m$.

For $s$-$d$ mixing the integrals over $x$ give
\begin{equation}
c^2(00,20)=\tfrac1{\sqrt5},\quad c^1(00,10)=\tfrac1{\sqrt3},\quad c^1(10,20)=\tfrac2{\sqrt{15}} .
\end{equation}
Exchange with filled shells is a scalar and cannot connect $s$ with $d$. What remains is the direct term of the $\beta$ electron, and for $\beta$ spin also its exchange:
\begin{align}
F^\alpha_{sd}&=\frac{2}{5\sqrt5}R^2(2s\,d;2p\,2p),\\
F^\beta_{sd}&=F^\alpha_{sd}-\frac{2}{3\sqrt5}R^1(2s\,2p;2p\,d).
\end{align}
Replacing $2s$ by $\cos\theta\,2s+\sin\theta\,d_0$ for both spins gives the slope $dE/d\theta=2(F^\alpha+F^\beta)_{sd}$ at $\theta=0$. For a trial $d$ Gaussian of exponent 0.864 bohr$^{-2}$, with the phase of $2s$ chosen so that its outer lobe is negative,
\begin{align}
F^\alpha_{sd}&=0.1789\times(-0.3118)=-0.0558,\\
F^\beta_{sd}&=-0.0558+0.2981\times0.4146=0.0678,
\end{align}
and the slope is $2\times0.01205=0.0241$ hartree per radian. A finite difference of the determinant energy, tested against this formula, agrees. The two spins pull the orbital in opposite directions, and a spin-restricted $2s$ has to compromise.

For $p$-$f$ mixing, $c^2(10,30)=\sqrt{27/175}$ and $c^2(11,31)=\sqrt{18/175}$. With $R^2_{pf}=R^2(2p\,f;2p\,2p)$,
\begin{equation}
F^\alpha_{p_0f_0}=\tfrac25\sqrt{\tfrac{27}{175}}\,R^2_{pf},\quad
F^\alpha_{p_1f_1}=\tfrac25\sqrt{\tfrac{18}{175}}\,R^2_{pf},\quad
F^\beta_{p_0f_0}=0 .
\end{equation}
The last element vanishes because the repulsion of the $\beta$ electron by itself is cancelled by its own exchange. For an $f$ Gaussian of exponent 1.44 bohr$^{-2}$ the $\alpha$ elements are $-0.0489$ and $-0.0400$ hartree. Here no opposing term appears.

These elements also predict where the $f$ character goes. If rotations are treated as independent and each electron has the same stiffness $\Delta$, a rotation of an orbital with $n$ electrons and summed Fock element $g$ costs $2\theta g+n\theta^2\Delta$. The minimum lies at $\theta=-g/(n\Delta)$ and gains $g^2/(n\Delta)$. The $f$ weights in $2p_0$ ($n=2$) and $2p_{+1}$ ($n=1$) should then have the ratio $\frac14\cdot\frac{27}{18}=0.375$. The self-consistent weights, $3.34\times10^{-5}$ and $8.93\times10^{-5}$, have the ratio 0.374. Near the basis limit they become $3.36\times10^{-5}$ and $8.94\times10^{-5}$, with the ratio 0.375.

\section{The relaxed energies}

A finite relaxation needs a self-consistent solution. In each block of given $m$ and parity, all occupied orbitals of $\Phi_m$ have the same occupation. Stationarity therefore requires that $F^\alpha+F^\beta$ for double occupation, or $F^\alpha$ for single occupation, has no element between occupied and empty orbitals of the block. The orbitals can be taken as eigenfunctions of $\frac12(F^\alpha+F^\beta)$ or of $F^\alpha$. For $M_L=0$ this gives, in hartree:
\begin{center}
\begin{tabular}{lr}
common $2p$ radial function & $-74.80912$\\
$m$-dependent radial functions & $-74.81110$\\
the same with $s$-$d$ mixing & $-74.81118$\\
the same with $p$-$f$ mixing instead & $-74.81202$\\
both kinds of mixing & $-74.81211$\\
spin-dependent orbitals as well & $-74.81870$
\end{tabular}
\end{center}
The radial release gains 1.98 millihartree. Added to it separately, $p$-$f$ mixing gains 0.92 and $s$-$d$ mixing 0.08. The full spatial gain is 3.00 millihartree, so the three effects are nearly additive. Near the basis limit these four gains rise by at most 0.003 millihartree (the $p$-$f$ gain to 0.926), and $g$ and $h$ functions add less than 0.001.

These gains are differences within one basis, and the slopes that cause them were derived without any basis. A more densely spaced $s,p$ basis lowers the symmetric energy by only 0.04 millihartree, to $-74.80916$ hartree. This does not measure the distance to the numerical limit. Both bases stop at a similar largest $s$ exponent, and six steeper $s$ functions added to the first basis lower the symmetric energy by 0.16 millihartree, a little over half of its error. A larger basis with much steeper functions ($26s16p$, largest $s$ exponent $1.7\times10^6$ bohr$^{-2}$) gives $-74.80940$ hartree, which is still 2.7 millihartree above the relaxed restricted energy. The last digits of the table are therefore meaningful for differences only. General restricted and unrestricted molecular calculations, without the block structure and in the full basis, but started from the symmetric state, reproduce the last two rows.

The last row shows that the restricted value is not the lowest determinant energy either. Letting $\alpha$ and $\beta$ orbitals differ gains another 6.58 millihartree and raises $\langle S^2\rangle$ from 2 to 2.0094. Since $m$ and parity were conserved in the search, each relaxed energy is an upper bound to the minimum of its class in this basis.

\section{What happens to $L$}

From $L^2=L_-L_++L_z^2+L_z$ it follows that
\begin{equation}
\langle L^2\rangle=M_L^2+M_L+\|L_+\Phi\|^2 .
\end{equation}
Take $M_L=0$ with pure $l$ but different radial functions for $2p_0$ and $2p_{\pm1}$, with overlap $s$. The operator $L_+$ turns $2p_0$ into $\sqrt2$ times a $p_{+1}$ orbital that still has the radial function of $2p_0$. For the $\beta$ electron that orbital is free, which contributes 2. For the $\alpha$ electron the part along the occupied $2p_{+1}$ is blocked, leaving $2(1-s^2)$. The step from $2p_{-1}$ to $m=0$ leaves the same amount, so
\begin{equation}
\langle L^2\rangle=2+4(1-s^2).
\end{equation}
The value 2 requires $s^2=1$, that is, a common radial function. The calculation gives 2.0120, hence $1-s^2=0.0030$. With angular mixing $\langle L^2\rangle$ rises to 2.0140.

This limits the contamination. Reflection in a plane containing the $z$ axis multiplies a state of even parity with $M_L=0$ by $(-1)^L$. The relaxed determinant keeps the reflection sign of the $^3P$ state, so it contains odd $L$ only. If $w$ is the weight outside $L=1$, then $L\ge3$ there and $\langle L^2\rangle\ge2(1-w)+12w$. Hence
\begin{equation}
w\le\frac{2.0140-2}{10}=1.4\times10^{-3}.
\end{equation}

The Hamiltonian commutes with $\mathbf L$, so the slopes found above couple $\Phi_0$ only to the $^3P$ part of the singly excited determinants. A multiconfiguration calculation would include that part by itself and count its effect as correlation. One determinant cannot separate it from the unwanted part, and accepts some $L\ge3$ in exchange for a lower energy.

The lost symmetry also shows in the energies. For $M_L=1$ the relaxed energy is $-74.81039$ hartree, 1.72 millihartree above that for $M_L=0$, although both determinants began as components of one term. The radial part of this splitting can be estimated. With the $\beta$ electron in $2p_{+1}$, let $a$ be the $\alpha$ element for $m=\pm1$. The direct term makes the element for $m=0$ equal to $a-\frac3{25}R^2$, and missing exchange with $2p_0$ and $2p_{-1}$ makes the $\beta$ element $a+\frac{3+6}{25}R^2$. The averaged condition $4a+\frac6{25}R^2=0$ gives $a=-\frac3{50}R^2$. The summed elements for $m=1,0,-1$ are then $\frac{12}{50}$, $-\frac9{50}$ and $-\frac3{50}$ times $R^2$. With the gain $g^2/(n\Delta)$,
\begin{equation}
\frac{\text{gain}(M_L=1)}{\text{gain}(M_L=0)}\approx\frac{12^2/2+9^2+3^2}{18^2/2+9^2+9^2}=\frac{162}{324}=\frac12 .
\end{equation}
The computed radial gains are 0.995 and 1.982 millihartree, a ratio of 0.50.

\section{Where the effect is small or absent}

In nitrogen, $^4S$, the $\alpha$ $p$ shell is filled and there is no $\beta$ $2p$ electron. Both Fock operators are spherical, and every slope derived above vanishes. A spin-restricted calculation started from strongly distorted orbitals returned to the symmetric energy. For nitrogen the belief therefore survives this test, as far as spatial release with spin-restricted orbitals is concerned.

Carbon, $^3P$ with $M_L=0$, is less obvious. Its $2p$ electrons occupy $\alpha$ $2p_{+1}$ and $2p_{-1}$, which reflection exchanges, so they share one radial function without being forced to. A $p$ and an $f$ electron couple to $L=2$, 3 or 4, never to $L=1$, so the $p$-$f$ slope vanishes. Only $s$-$d$ coupling is left. The occupied pair is a filled shell minus $2p_0$, which reverses the signs found for oxygen:
\begin{equation}
(F^\alpha+F^\beta)_{sd}=-\frac4{5\sqrt5}R^2(2s\,d;2p\,2p)+\frac2{3\sqrt5}R^1(2s\,2p;2p\,d).
\end{equation}
With the same trial $d$ function and the same phase of $2s$ (outer lobe negative) the terms are $+0.0950$ and $-0.1030$ hartree, against $-0.1116$ and $+0.1236$ for oxygen, and they nearly cancel. The opposite phase of $2s$ reverses both signs. The whole gain is 0.07 millihartree. In fluorine, $^2P$ with $M_L=0$, it is 2.06 millihartree. An open shell alone therefore does not tell how large the effect will be.

\section{The choice}

Both oxygen energies are legitimate, and they answer different questions. The term-dependent energy belongs to a state with sharp $L$ and $S$, and suits the comparison of terms or a correlation energy defined from a symmetric reference. The relaxed restricted energy belongs to a determinant with sharp $S$ and slightly mixed $L$. It is the consistent partner of a molecular calculation in which the orbitals were equally free.

In a code with real orbitals, a doubly occupied $2p_x$, $2p_y$ or $2p_z$ is a rotated copy of the $M_L=0$ case, so $-74.8121$ hartree is the value to expect from a self-consistent restricted calculation in a basis like this one. Near the basis limit it becomes $-74.8124$ hartree, against $-74.8094$ for the symmetric state. Falling below the numerical atomic energy is then no sign of a faulty basis. A correlation energy must be quoted with its reference, because changing from the symmetric to the relaxed determinant reduces its magnitude by 3.0 millihartree while the exact energy stays where it was. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Basis: uncontracted even-tempered Gaussians, shells s,p,d,f: [16, 10, 6, 4]
O symmetric energy, common 2p radial function: -74.809118 hartree
O symmetric energy, denser s,p basis (20s13p): -74.809160 hartree
O symmetric solution, virial ratio -V/T: 2.000011
O M_L=0, m-dependent radial functions: -74.811100 hartree
O M_L=0, m-dependent radial + s-d mixing: -74.811184 hartree
O M_L=0, m-dependent radial + p-f mixing: -74.812024 hartree
O M_L=0, all spatial constraints released: -74.812113 hartree
O M_L=0, spin-dependent orbitals too (UHF): -74.818696 hartree
General ROHF in full basis: -74.812113 hartree
General UHF in full basis: -74.818696 hartree
Lowering by m-dependent radial functions: 1.982 millihartree
Further lowering by s-d mixing alone: 0.084 millihartree
Further lowering by p-f mixing alone: 0.924 millihartree
Total spatial lowering: 2.995 millihartree
Total spatial lowering, converted: 7.86 kJ/mol
Extra lowering by spin-dependent orbitals: 6.583 millihartree
O M_L=1, symmetric energy: -74.809118 hartree
O M_L=1, m-dependent radial functions: -74.810113 hartree
O M_L=1, all spatial constraints released: -74.810393 hartree
O M_L=1, total spatial lowering: 1.275 millihartree
Splitting E(M_L=1)-E(M_L=0), released: 1.720 millihartree
<L^2> symmetric, M_L=0: 2.000000 hbar^2
<L^2> m-dependent radial, M_L=0: 2.012048 hbar^2
<L^2> all spatial released, M_L=0: 2.014015 hbar^2
<L^2> all spatial released, M_L=1: 2.005145 hbar^2
Upper bound on weight outside L=1, M_L=0: 1.40e-03
<S^2> all spatial released: 2.000000 hbar^2
<S^2> UHF: 2.009376 hbar^2
Mean radius of common 2p: 1.23222 bohr
Mean radius of doubly occupied 2p0: 1.26926 bohr
Mean radius of singly occupied 2p(+1), 2p(-1): 1.19829 bohr
d weight in closed even orbitals, per spin: 2.121e-05
f weight in 2p0: 3.340e-05
f weight in 2p(+1): 8.927e-05
Slater F0(2p,2p): 0.75477 hartree; F2(2p,2p): 0.33606 hartree
2p-shell repulsion 6 F0 - (3/5) F2: 4.32699 hartree
Radial gradients g0: 0.01450 hartree; g1: -0.00725 hartree
R2(2p p';2p 2p): 0.04027 hartree
Exponent of trial d: 0.8640; of trial f: 1.4400 bohr^-2
R2(2s d;2p 2p): -0.31181 hartree; R1(2s 2p;2p d): -0.41460 hartree
Fock s-d element, alpha: -0.05578 hartree; beta: 0.06783 hartree
Slope dE/dtheta for 2s towards d0: 0.02411 hartree/rad
R2(2p f;2p 2p): -0.31143 hartree
Fock p-f element, alpha m=0: -0.04893; alpha m=1: -0.03995 hartree
C: s-d coupling, direct part: -0.09501; exchange part: 0.10303; sum: 0.00802 hartree
C: largest p-f Fock element: 1.8e-11 hartree
C: lowering by m-dependent radial functions: 7.1e-15 hartree
Spatial lowering, C, M_L=0: 0.074789 millihartree
Spatial lowering, N, M_L=0: 0.000000 millihartree
Spatial lowering, O, M_L=0: 2.995090 millihartree
Spatial lowering, F, M_L=0: 2.055465 millihartree
\end{verbatim}
